# Why Uncoupled Kohn-Sham Polarizabilities Overestimate C6: Screening and Antiscreening in Neon

**Question.** The dispersion coefficient $C_6$ of two atoms can be computed from Kohn-Sham orbitals and orbital energies alone, by letting each electron respond independently to the applied field. Why does this uncoupled calculation give too large a value for neon? How much of the excess is removed when the electrons also respond to the changes in the Hartree and exchange-correlation potentials?

**Answer.**

## The mechanism

An applied field pushes electrons to one side of the atom. The displaced charge repels further electrons and so opposes the displacement. This is Hartree screening, and an uncoupled calculation leaves it out.

The exchange-correlation (xc) potential also changes. In the local density approximation (LDA) it becomes deeper where the density rises, which draws more electrons there. This is antiscreening: it undoes part of the Hartree effect, which overcounts the repulsion between electrons that avoid one another. If the Hartree part is the larger, coupling lowers the polarizability and with it $C_6$.

That covers one source of error. The orbitals and their energies come from an approximate ground-state potential, whose error survives coupling. With the exact potential and the exact, frequency-dependent xc kernel, the coupled response would be exact. With approximations for both, a coupled $C_6$ can still be too large, and for LDA neon it is.

## From the orbitals to the polarizability

Atomic units are used: polarizabilities are in $a_0^3$ and $C_6$ is in $E_h a_0^6$. For two like spherical atoms that do not overlap, without retardation and at second order in their interaction, the leading term of the energy at large separation $R$ is $-C_6/R^6$, with the Casimir-Polder coefficient

$$C_6=\frac{3}{\pi}\int_0^\infty \alpha(iu)^2\,du .$$

Take a closed-shell atom with real orbitals in a local Kohn-Sham potential. Let $q$ denote a transition from an occupied orbital $i$ to an empty orbital $a$, with gap $D_q=\varepsilon_a-\varepsilon_i$ and dipole element $d_q=\langle a|z|i\rangle$. A field of amplitude $F$ and frequency $\omega$ adds $Fz$ to the energy of an electron. The total potential change, including the induced part, has amplitude $\delta v$.

To first order, orbital $i$ acquires the admixture $X_q e^{-i\omega t}+Y_q^* e^{i\omega t}$ of orbital $a$. The time-dependent Kohn-Sham equation gives

$$(D_q-\omega)X_q=-\delta v_q,\qquad (D_q+\omega)Y_q=-\delta v_q .$$

With $T=X+Y$, the density change is $\delta n=2\sum_q T_q\,\phi_i\phi_a$, the 2 counting spin. Hence

$$\delta v_q=F d_q+2\sum_{q'}K_{qq'}T_{q'},\qquad K=K_H+K_{xc},$$

where $K_{qq'}$ is the Hartree plus xc kernel between the products $\phi_i\phi_a$ of the two transitions. The xc kernel is taken as adiabatic, that is, independent of frequency.

Subtracting the two equations gives $D(X-Y)=\omega T$. Adding them gives $DT-\omega(X-Y)=-2\,\delta v$. Eliminating $X-Y$ and inserting $\delta v$,

$$\left(D+4K-\omega^2D^{-1}\right)T=-2Fd .$$

An electron has charge $-1$, so the induced dipole is $-2d^{T}T$. Dividing by $F$ and setting $\omega=iu$,

$$\alpha(iu)=4\,d^{T}\left[D+4K+u^2D^{-1}\right]^{-1}d .$$

The uncoupled polarizability $\alpha_s$ has $K=0$. Keeping $K_H$ alone gives $\alpha_H$, and keeping both parts gives $\alpha_{Hxc}$.

## What the signs of the kernels prove

For any real coefficients $c_q$, define $\rho=\sum_q c_q\phi_i\phi_a$. Then

$$c^{T}K_Hc=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'
=\int\frac{d\mathbf k}{(2\pi)^3}\frac{4\pi}{k^2}|\tilde\rho(\mathbf k)|^2\ge0 .$$

In LDA the other part is $c^{T}K_{xc}c=\int f_{xc}\,\rho^2\,d\mathbf r$. The exchange energy density is proportional to $-n^{4/3}$, so its second derivative is proportional to $-n^{-2/3}$ and is negative. The numerical check confirms that, with correlation included, $f_{xc}$ is nowhere positive on the neon grid. Thus $K_{xc}$ has the opposite sign to $K_H$.

For a positive matrix $M$,

$$d^{T}M^{-1}d=\max_y\left(2d^{T}y-y^{T}My\right),$$

with the maximum at $y=M^{-1}d$. Adding a positive matrix to $M$ lowers the bracket, or leaves it unchanged, for each $y$, so the maximum cannot rise. Therefore, at every $u$,

$$\alpha_H(iu)\le\alpha_s(iu),\qquad \alpha_H(iu)\le\alpha_{Hxc}(iu),$$

provided the fully coupled matrix is positive, as it is for neon. The same inequalities follow for $C_6$.

The signs do not settle the order of $\alpha_{Hxc}$ and $\alpha_s$. That depends on which kernel wins, and has to be computed for each system.

## One pole: the size of the effect

With a single transition of gap $\omega_s$, multiply the numerator and denominator of $\alpha(iu)$ by $\omega_s$:

$$\alpha(iu)=\frac{S}{\Omega^2+u^2},\qquad S=4\omega_s d^2,\qquad \Omega^2=\omega_s^2+4\omega_sK .$$

The kernel moves the pole but leaves the strength $S$ unchanged. The same holds with many transitions: at large $u$ the term $u^2D^{-1}$ dominates, and $\alpha\to 4d^{T}Dd/u^2$, which contains no $K$. Coupling through a local kernel shifts dipole strength in frequency without changing its sum.

Define the screening and antiscreening parameters

$$h=\frac{4K_H}{\omega_s}>0,\qquad x=\frac{4K_{xc}}{\omega_s}<0 .$$

Then $\Omega^2=\omega_s^2(1+h+x)$, and the static polarizability is

$$\alpha(0)=\frac{S}{\Omega^2}=\frac{\alpha_s(0)}{1+h+x} .$$

For $C_6$ the integral needed is $\int_0^\infty du/(\Omega^2+u^2)^2=\pi/(4\Omega^3)$, so

$$C_6=\frac{3}{\pi}\,S^2\,\frac{\pi}{4\Omega^3}=\frac{3S^2}{4\Omega^3}=\frac34\,S^{1/2}\alpha(0)^{3/2},$$

where the last form uses $\Omega^{-3}=[\alpha(0)/S]^{3/2}$. Since $S$ is fixed,

$$\frac{C_6}{C_6^{s}}=(1+h+x)^{-3/2}.$$

In this model a small relative error in $\alpha(0)$ becomes 3/2 times as large in $C_6$. The power is 3/2, although $C_6$ contains $\alpha^2$, because the reduction fades as $u$ grows: the ratio $(\omega_s^2+u^2)/(\Omega^2+u^2)$ tends to 1.

If $h+x=0$ the two effects cancel. If $h+x$ were positive despite a large $|x|$, coupling would still lower $C_6$; if it were negative, coupling would raise it. As $h+x\to-1$ the pole goes to zero and the ground state becomes unstable.

For round numbers take $\omega_s=1$ hartree, $d=1$ bohr, $K_H=0.10$ hartree and $K_{xc}=-0.04$ hartree. Then $S=4$, $h=0.40$ and $x=-0.16$:

- Uncoupled: $\alpha(0)=4$ and $C_6=\tfrac34\times16=12$.
- Hartree only: $\alpha(0)=4/1.40=2.86$ and $C_6=12/1.40^{3/2}=7.24$.
- Hartree and xc: $\alpha(0)=4/1.24=3.23$ and $C_6=12/1.24^{3/2}=8.69$.

Hartree screening removes 4.76 from $C_6$, and antiscreening returns 1.45.

## Neon with the LDA potential

The neon calculation uses the aug-cc-pVTZ basis with one more diffuse function for each angular momentum. Adding another diffuse set changes the uncoupled and coupled LDA $C_6$ by less than 0.1 %. This tests the diffuse range, not the whole basis. At the basis limit the three LDA rows below become $\alpha(0)=3.484$, 2.765, 3.052 and $C_6=9.53$, 6.41, 7.40, shifts of up to 0.4 %; $h$ becomes 0.260 and the coupled-to-uncoupled $C_6$ ratio 0.776. The last digits quoted below therefore belong to this basis. The static LDA polarizabilities are also tested against densities computed in a small field, with the Hartree and xc potentials frozen or released in turn.

| LDA response | $\alpha(0)$ | $C_6$ |
|---|---:|---:|
| Uncoupled | 3.479 | 9.555 |
| Hartree only | 2.754 | 6.416 |
| Hartree and xc | 3.042 | 7.403 |

An atom has many transitions, so $h$ and $x$ are now defined from the static values, in a way that reproduces the one-pole meaning:

$$h=\frac{\alpha_s}{\alpha_H}-1=\frac{3.479}{2.754}-1=0.263,$$

$$x=\frac{\alpha_s}{\alpha_{Hxc}}-\frac{\alpha_s}{\alpha_H}=-0.119 .$$

Antiscreening cancels 45 % of $h$. Switching on the xc kernel alone gives $x=-0.1195$, against $-0.1193$ with both kernels, so in neon's static response the two effects add almost independently, as they do for one pole.

Coupling multiplies $C_6$ by $7.403/9.555=0.775$. Equivalently, the uncoupled value lies 29 % above the coupled one. The one-pole law predicts $(1+0.2630-0.1193)^{-3/2}=0.818$, so it has the right direction but gives too small a reduction.

The reason can be read from the integral. Let $r(u)=\alpha_{Hxc}(iu)/\alpha_s(iu)$. Then

$$\frac{C_6^{Hxc}}{C_6^{s}}=\frac{\int_0^\infty r(u)^2\,\alpha_s(iu)^2\,du}{\int_0^\infty\alpha_s(iu)^2\,du},$$

which is a weighted mean of $r^2$. Its value, 0.775, is close to the static $r(0)^2=(3.042/3.479)^2=0.765$. In neon the average reduction over the frequencies that matter for $C_6$ is therefore nearly as strong as the static one, whereas in the one-pole model it fades sooner. The spread of neon's dipole strength over many energies does not explain this by itself. If coupling multiplied every pole by the same factor $\lambda$ and left each strength unchanged, then $\alpha(iu)$ would become $\lambda^{-2}\alpha_s(iu/\lambda)$, so $\alpha(0)$ would scale as $\lambda^{-2}$ and $C_6$ as $\lambda^{-3}$, and the 3/2 law would hold exactly for any spread. The departure from the law therefore shows that coupling acts unevenly across neon's spectrum, shifting poles by different relative amounts or moving strength between them; the calculation does not resolve which transitions are responsible.

## What coupling leaves uncorrected

A reference for the static polarizability comes from CCSD(T) energies in a small field, with the 1s core frozen, in the same basis. It gives 2.689; the last digit depends on the basis, since the MP2 value moves by $-0.002$ from the triple-zeta to the quadruple-zeta set. This value omits relativity, core correlation, higher excitations and the remaining basis error. Relative to it, the LDA polarizability is 29 % too large uncoupled and still 13 % too large coupled.

To see what the potential contributes, the calculation is repeated with the van Leeuwen-Baerends (LB94) potential, which decays more slowly than the LDA potential far from the nucleus, as the exact one does, and is also deeper inside the atom. The LDA kernel is kept, although it is not the derivative of this potential. The LB94 values are more sensitive to the basis: at the basis limit the polarizabilities are 0.8 to 0.9 % lower and the $C_6$ values 1.4 to 1.5 % lower than tabulated (coupled: 2.591 and 6.10). The 2p level drops from $-0.499$ to $-0.782$ hartree, and the results are:

| LB94 response | $\alpha(0)$ | $C_6$ |
|---|---:|---:|
| Uncoupled | 3.011 | 8.040 |
| Hartree only | 2.377 | 5.401 |
| Hartree and xc | 2.612 | 6.194 |

The static error relative to CCSD(T) is now $+12$ % uncoupled and $-3$ % coupled ($+11$ % and $-4$ % with the basis-limit LB94 values). Coupling multiplies $C_6$ by 0.770, almost the same factor as before. Changing the potential multiplies the coupled $C_6$ by $6.194/7.403=0.837$ (0.825 at the basis limit). By this comparison, the large uncoupled LDA value contains two separate excesses of the same sign, one from the missing kernel and one from the potential.

The CCSD(T) calculation gives no frequency dependence, so it supplies no $C_6$ directly. An estimate follows from the one-pole relation, with $S$ replaced by an effective strength $N_{\rm eff}$ chosen so that the relation reproduces a coupled calculation:

$$N_{\rm eff}=\left[\frac{4C_6}{3\,\alpha(0)^{3/2}}\right]^2 .$$

This gives 3.46 for coupled LDA and 3.83 for coupled LB94. Inserting each with the reference polarizability,

$$\tfrac34\sqrt{3.46}\,(2.689)^{3/2}\approx6.2,\qquad \tfrac34\sqrt{3.83}\,(2.689)^{3/2}\approx6.5 .$$

These are estimates, and their difference is not an error bar. Each equals the coupled $C_6$ it was built from times $[2.689/\alpha(0)]^{3/2}$, so comparing a coupled value with its own estimate (20 % for LDA, 4 % for LB94 below) only restates its static error and is not an independent test of $C_6$. Against them, the uncoupled LDA value of 9.6 is about 50 % too large. Coupled LDA, at 7.4, is too large by 14 to 20 %, and coupled LB94, at 6.2, lies between 4 % below and 1 % above (between 5 % below and level with them when basis-limit LDA and LB94 values are used). In other units, the LDA results are 5.71 eV Å$^6$ uncoupled and 4.42 eV Å$^6$ coupled.

## Nonlocal exchange: the Hartree-Fock case

For neon the effect of coupling reverses in Hartree-Fock theory. In the same basis, coupling raises $\alpha(0)$ from 1.977 to 2.375 and $C_6$ from 5.35 to 5.53 (near the basis limit, from 1.974 to 2.376 and from 5.32 to 5.52). The reversal is confined to low frequency: above $u\approx1$ hartree coupling lowers $\alpha(iu)$, because with nonlocal exchange the total strength is not conserved and falls from 12.9 to 10. This is why $C_6$ rises far less than $\alpha(0)$.

In a local Kohn-Sham potential, occupied and empty orbitals feel the same potential. In Hartree-Fock, exchange removes the self-repulsion of an occupied orbital, but an empty orbital feels the repulsion of all $N$ electrons, including the one that is to be excited. The uncoupled gap therefore lacks the attraction between the excited electron and the hole it leaves. The coupled equations contain this attraction as the term $-(ij|ab)$, the Coulomb integral between the densities $\phi_i\phi_j$ and $\phi_a\phi_b$. In neon's static response, the exchange terms outweigh the Hartree screening. Near the basis limit, Hartree screening plus $-(ij|ab)$ alone raises $\alpha(0)$ from 1.97 to 2.30 but leaves $C_6$ at 5.15, below the uncoupled 5.32; the rise of $C_6$ also needs the second exchange term, $-(ib|ja)$.

An uncoupled calculation thus has no universal sign of error. For neon in a local potential it omits more screening than antiscreening, and this makes its $C_6$ too large. The comparison with LB94 indicates that the LDA potential adds an excess of its own, which coupling does not remove.

## Computed values

```
Model: w=1.00 hartree, d=1.00 bohr
Model: K_H=0.10, K_xc=-0.04 hartree
Model: h=0.400, x=-0.160, S=4.000
Model uncoupled: pole 1.0000 hartree
  alpha 4.0000 a.u., C6 12.0000 a.u.
Model Hartree: pole 1.1832 hartree
  alpha 2.8571 a.u., C6 7.2442 a.u.
Model Hartree+xc: pole 1.1136 hartree
  alpha 3.2258 a.u., C6 8.6906 a.u.
Ne LDA: 2p energy -0.4987 hartree
 uncoupled: alpha 3.479, C6 9.555, N_eff 3.854 a.u.
 Hartree only: alpha 2.754, C6 6.416, N_eff 3.501 a.u.
 xc only: alpha 3.951, C6 11.513, N_eff 3.820 a.u.
 Hartree+xc: alpha 3.042, C6 7.403, N_eff 3.462 a.u.
 h 0.2630, x -0.1193, x from xc alone -0.1195
 fraction of h cancelled by xc: 0.454
 C6 coupled/uncoupled 0.7748, 3/2 law 0.8176
Ne LB94: 2p energy -0.7821 hartree
 uncoupled: alpha 3.011, C6 8.040, N_eff 4.212 a.u.
 Hartree only: alpha 2.377, C6 5.401, N_eff 3.864 a.u.
 xc only: alpha 3.399, C6 9.609, N_eff 4.181 a.u.
 Hartree+xc: alpha 2.612, C6 6.194, N_eff 3.827 a.u.
 h 0.2668, x -0.1143, x from xc alone -0.1142
 fraction of h cancelled by xc: 0.428
 C6 coupled/uncoupled 0.7704, 3/2 law 0.8082
Ne LDA total strength S in this basis: 8.956
Ne HF uncoupled: alpha 1.977, C6 5.347 a.u.
Ne HF coupled: alpha 2.375, C6 5.534 a.u.
Ne CCSD(T) static alpha: 2.689 a.u.
 LDA uncoupled alpha error: +29.4 %
 LDA Hartree+xc alpha error: +13.1 %
 C6 estimate with LDA N_eff: 6.153 a.u.
 LB94 uncoupled alpha error: +12.0 %
 LB94 Hartree+xc alpha error: -2.9 %
 C6 estimate with LB94 N_eff: 6.470 a.u.
LDA uncoupled C6 change, more diffuse: +0.06 %
LDA Hartree+xc C6 change, more diffuse: +0.07 %
LDA uncoupled C6: 5.709 eV angstrom^6
LDA coupled C6: 4.424 eV angstrom^6
```
